# Small-Matrix Approximation and Off-Diagonal Expansion for Kohn-Sham Excitations, part 2

We ask how the Hartree-exchange-correlation kernel $f_{\rm Hxc}$ changes the frequencies and oscillator strengths of Kohn-Sham transitions. The system is a closed shell with real orbitals, the excitations are singlets, and the kernel is adiabatic unless stated otherwise.

A transition $q=(i\to a)$ from an occupied to an empty orbital has Kohn-Sham frequency $\omega_q$ and orbital product $\Phi_q=\phi_i\phi_a$. The kernel elements, which are angular frequencies, are

$$f_{qq'}=\frac1\hbar\iint\Phi_q(\mathbf r)f_{\rm Hxc}(\mathbf r,\mathbf r')\Phi_{q'}(\mathbf r')\,d^3r\,d^3r'.$$

The squared excitation frequencies $\Omega_n^2$ are the eigenvalues of a real symmetric matrix $M$ with orthonormal eigenvectors $Z_n$. Its diagonal elements $D_q$ and off-diagonal elements $W_{qp}$ are

$$D_q=\omega_q^2+4\omega_qf_{qq},\qquad
W_{qp}=4\sqrt{\omega_q\omega_p}\,f_{qp}\quad(p\neq q),\qquad W_{qq}=0 .$$

With $g_q$ the signed strength amplitude, the Kohn-Sham strength is $g_q^2$ and the exact strengths of $M$ are $F_n=(\sum_qg_qZ_{qn})^2$. The total $\sum_nF_n=\sum_qg_q^2$ is unaffected by the kernel and equals the number of electrons for a complete set of orbitals.

The small-matrix approximation is $\Omega^2=D_q$ with $F=g_q^2$; its squared transition dipole is $\omega_q/\Omega$ times the Kohn-Sham one. The single-pole approximation keeps the first two terms of

$$\Omega=\omega_q\sqrt{1+\frac{4f_{qq}}{\omega_q}}
=\omega_q+2f_{qq}-\frac{2f_{qq}^2}{\omega_q}+\dots$$

It also follows from dropping $a^*$ in the equation of motion for the amplitude $a$ of the empty orbital mixed into the occupied one, but that truncation multiplies the Kohn-Sham strength by $\Omega/\omega$.

To include the coupling, write $M=D+\lambda W$, where $\lambda$ counts powers of $W$ and is finally set to one. The eigenvector that starts as the unit vector $e_q$, with its $q$ component held at one until normalization, is

$$Z=e_q+\lambda y+\lambda^2y'+\dots,\qquad y_q=y'_q=0,$$

$$y_p=\frac{W_{pq}}{D_q-D_p}.$$

The Appel-Gross-Burke expansion to second order is

$$\Omega_q^2=\omega_q^2+4\omega_qf_{qq}
+\sum_{p\neq q}\frac{W_{qp}^2}{D_q-D_p}+O(W^3).$$

### 11. What happens to the strength

The norm of $Z$ is $1+\lambda^2\sum_py_p^2+\dots$ when squared, so normalization does not enter at first order. The strength amplitude before normalization is

$$\sum_pg_pZ_p=g_q+\lambda\delta_q+O(\lambda^2),\qquad
\delta_q=\sum_{p\neq q}\frac{g_pW_{pq}}{D_q-D_p}.$$

Squaring gives

$$F_q=g_q^2+2\lambda g_q\delta_q+O(\lambda^2).$$

At leading order the oscillator strength is the Kohn-Sham one. The first correction is linear in $W$, whereas that of the squared frequency is quadratic. In this sense strengths are more sensitive than positions to the coupling between transitions.

The linear correction is a sum of transfers,

$$2g_q\delta_q=\sum_{p\neq q}T_{qp},\qquad
T_{qp}=\frac{2g_qg_pW_{qp}}{D_q-D_p}.$$

Exchanging $q$ and $p$ reverses the denominator and nothing else, so $T_{pq}=-T_{qp}$. What one transition gains the other loses, and the sum of all first-order changes vanishes, as the conserved total requires.

The relative first-order change is $2\delta_q/g_q$. For a weak transition next to a strong one, $g_q$ in the denominator is small while $\delta_q$ contains the large $g_p$. The absolute change may be small and the relative change large. In the limit $g_q=0$ the linear term vanishes and

$$F_q=\lambda^2\delta_q^2+O(\lambda^3).$$

A dark Kohn-Sham transition then borrows strength at second order, unless $\delta_q$ vanishes too, for instance by symmetry. The statement that strengths are Kohn-Sham ones at leading order remains true as a statement about $F_q$, but says nothing about the relative accuracy for such a line.

### 12. When two transitions are close

The expansion needs $|W_{qp}|\ll|D_q-D_p|$ for the partners of $q$, and the sums over partners must also be small. Indirect coupling matters too. Even if $W_{qp}=0$, a third transition $r$ couples $q$ and $p$ by about $W_{qr}W_{rp}/(D_q-D_r)$, and this must also be small compared with $|D_q-D_p|$. Smallness of $W$ alone is insufficient. Take two transitions with $\Delta=D_1-D_2>0$ and coupling $W$. Their exact squared frequencies in this two-by-two problem are

$$\Omega_\pm^2=\frac{D_1+D_2}{2}\pm\sqrt{\frac{\Delta^2}{4}+W^2}.$$

For $|W|\ll\Delta$ the root is $\Delta/2+W^2/\Delta+\dots$, and the upper value becomes $D_1+W^2/\Delta$, in agreement with the expansion. For $\Delta=0$ and $W>0$, the eigenvectors are $(1,\pm1)/\sqrt2$, and

$$\Omega_\pm^2=D_1\pm W,\qquad F_\pm=\frac{(g_1\pm g_2)^2}{2}.$$

The frequency splitting is now linear in $W$. The strengths no longer depend on the size of $W$, and apart from special ratios such as $g_2/g_1=\sqrt2-1$ they differ from $g_1^2$ and $g_2^2$ however small $W$ is. If $g_1=g_2$, the upper excitation takes all the strength and the lower one is dark. Near-degenerate transitions must therefore be diagonalized together. More distant ones can then be treated by the expansion, provided that the coupling they mediate between the resulting states is small compared with the splittings of those states. Otherwise the second-order terms $W_{qr}W_{rp}/(D_q-D_r)$ from each distant transition $r$, including those with $p=q$, must be added to the small matrix of the close transitions before it is diagonalized. The $qp$ and $pq$ elements differ slightly when $D_q\neq D_p$; replacing both by their average keeps the matrix symmetric. This gives the squared frequencies through second order in $W$. For the strengths, each amplitude $g_q$ of the close transitions must also be replaced by $g_q+\sum_r g_rW_{rq}/(D_q-D_r)$; otherwise a term linear in $W$ is missed.

### 13. A kernel that depends on frequency

The preserved strength relied on an adiabatic kernel. Let the diagonal element depend on $z=\omega^2$, and neglect the off-diagonal ones. The polarizability is then proportional to $g_q^2/[M_{qq}(z)-z]$. An excitation lies at $z_0=M_{qq}(z_0)$. Near it,

$$M_{qq}(z)-z\approx\big[1-M_{qq}'(z_0)\big](z_0-z),$$

where the prime means a derivative with respect to $z$. Hence

$$F=\frac{g_q^2}{1-M_{qq}'(z_0)} .$$

Even without coupling to other Kohn-Sham transitions the strength is rescaled. A kernel with one pole shows where the missing strength goes. Take

$$M_{qq}(z)=D+\frac{G}{z-P},\qquad G>0 .$$

The condition $z=M_{qq}(z)$ becomes $(z-D)(z-P)=G$, a quadratic equation with two roots $z_1,z_2$. Each carries the share $1/[1+G/(z_n-P)^2]$ of $g_q^2$. The shares add to one, because

$$\frac1{z-M_{qq}(z)}=\frac{z-P}{(z-z_1)(z-z_2)}$$

falls off as $1/z$ at large $z$, so its residues sum to one.

For $P=2.25\,D$ and $G=0.10\,D^2$, the roots are $0.925\,D$ and $2.325\,D$, with shares 0.946 and 0.054. The first follows from $1/[1+0.10/(0.925-2.25)^2]\approx0.946$. This is the behaviour of a transition coupled to a second state at $z=P$ that has no strength of its own.

### 14. A model with two electrons

The example is two electrons in a one-dimensional well with hard walls. Its length is 0.5 nm, and a linear potential rises by 4 eV across it. The repulsion is softened at short distance:

$$w(x,x')=\frac{e^2}{4\pi\varepsilon_0\sqrt{(x-x')^2+\ell^2}},\qquad \ell=0.1\ \text{nm}.$$

These are round model values. The tilt removes mirror symmetry, so that the lowest three transitions all have some strength.

For two electrons of opposite spin in one orbital, exchange cancels the self-repulsion, which is half the Hartree energy. What remains is

$$E_{\rm Hx}=\frac14\iint n(x)\,w(x,x')\,n(x')\,dx\,dx'.$$

One functional derivative gives the potential $\frac12\int w\,n\,dx'$, and a second gives the kernel $w/2$. It has no frequency dependence. Correlation is left out, so the full-matrix results below are a reference for the approximations to $M$, not the exact excitations of two interacting electrons. The difference is large in this model. The two lowest exact singlet excitations lie at about 5.80 and 8.35 eV, with strengths 1.67 and 0.12, whereas the full matrix gives 5.44 eV for the first and has no line between 5.44 and 12.14 eV.

The lowest two self-consistent levels are 13.5971 and 17.2053 eV. Their difference is $\hbar\omega_1=3.6082$ eV. With $\hbar f_{11}=1.1567$ eV,

$$\hbar^2D_1=(3.6082)^2+4(3.6082)(1.1567)\approx29.713\ \text{eV}^2,$$

$$\hbar\sqrt{D_1}\approx5.451\ \text{eV}.$$

The single-pole value is $3.6082+2(1.1567)\approx5.922$ eV. Here $4f_{11}/\omega_1\approx1.28$ exceeds one. This has a second meaning. If the two spins are displaced oppositely, each electron feels only the density change of the other, the kernel term changes sign, and the diagonal element becomes $\omega_1(\omega_1-4f_{11})<0$. The doubly occupied orbital is therefore unstable against giving the two spins different orbitals, which lowers the exchange-only energy by about 0.12 eV. The closed-shell state is kept here as a reference that is stable against disturbances equal for both spins. For the singlet frequency, the ratio 1.28 means that the series for the square root diverges. Adding its next term, $-2\hbar f_{11}^2/\omega_1\approx-0.742$ eV, would overshoot to about 5.18 eV.

The energies $\hbar\Omega$ of the three lowest transitions, in eV, are:

| $q$ | single pole | small matrix | second order | full matrix |
|---|---|---|---|---|
| 1 | 5.9216 | 5.4510 | 5.4378 | 5.4377 |
| 2 | 12.1873 | 12.1406 | 12.1403 | 12.1404 |
| 3 | 22.0839 | 22.0788 | 22.0812 | 22.0812 |

For $q=1$ the single-pole energy is 8.9% above the full-matrix value and the small-matrix energy 0.24% above it. The bare Kohn-Sham energy is 34% below.

For $q=3$ the single-pole and small-matrix errors are comparable, about $+0.003$ and $-0.002$ eV. The single-pole form omits $-2\hbar f_{33}^2/\omega_3\approx-0.005$ eV, and both omit the upward repulsion of about $0.002$ eV from the coupling. In the single-pole result these omissions partly cancel.

### 15. Where the corrections come from

The second-order term for $q=1$ is dominated by two partners. In eV$^2$,

$$\frac{(2.2367)^2}{-117.682}\approx-0.0425,\qquad
\frac{(-6.7326)^2}{-457.761}\approx-0.0990 .$$

They come from $p=2$ and $p=3$. The more distant transition contributes more, because its coupling is three times as large and enters squared. All partners together give $-0.1438$ eV$^2$, which lowers the energy by about

$$\frac{0.1438}{2\times5.451}\approx0.013\ \text{eV}.$$

The strengths behave differently from one transition to the next:

| $q$ | Kohn-Sham | with first order | full matrix |
|---|---|---|---|
| 1 | 1.8227 | 1.8317 | 1.8307 |
| 2 | 0.0124 | 0.0176 | 0.0183 |
| 3 | 0.1305 | 0.1169 | 0.1173 |

The strong transition changes by 0.4% relative to its Kohn-Sham strength, although its energy rises by half. Its squared dipole falls to about $3.6082/5.4510\approx0.66$ of the Kohn-Sham value in the small-matrix approximation.

The truncation that drops $a^*$ would instead multiply the strength by $5.9216/3.6082\approx1.64$. The result would be about 2.99, more than the total of 2 allowed for two electrons.

The weak second transition gains 47%. Its amplitude is $g_2=0.1115$, and the first transition, with $g_1=1.3501$, supplies

$$g_1\frac{W_{12}}{D_2-D_1}\approx1.3501\times0.0190\approx0.0257$$

to $\delta_2$. Other transitions reduce this to $\delta_2=0.0232$. The relative linear change is $2\delta_2/g_2\approx0.42$, too large to be called a small correction even though the mixing coefficient is only 0.019. The separation of the levels is ample here; it is the weakness of the line that spoils the relative accuracy.

The transfers into the first transition also show the role of signs. From $p=2$ and $p=3$ they are

$$T_{12}\approx2(1.3501)(0.1115)(-0.0190)\approx-0.0057,$$

$$T_{13}\approx2(1.3501)(0.3613)(0.0147)\approx+0.0143 .$$

The first transition gives strength to the second and takes more from the third. With the remaining partners the net first-order change is $+0.0090$. On the grid of 40 points used for these numbers the total strength is 1.9998 both with and without the kernel; the small shortfall from 2 depends on the discretization.

### 16. A check by direct propagation

The matrix was derived from linear response. An independent calculation kicks the self-consistent orbital and follows the nonlinear time-dependent Kohn-Sham equation for 5 fs, without using transitions or kernel elements. It is run with kicks $+k$ and $-k$, $k=0.002\ \text{nm}^{-1}$, and half the difference of the two dipole signals is taken. This removes the static dipole and all terms even in $k$, so the leading nonlinear remainder is of third order. The dipole signal predicted from the full matrix agrees with it to $4\times10^{-6}$ of the peak signal. This tests frequencies and strengths together, including the factor four. The numerical check also checks the expansion coefficients against diagonalization with scaled off-diagonal elements.

With small-matrix energies and Kohn-Sham strengths the largest deviation is 0.096 of the peak. A frequency error produces a phase error that grows with time, so this figure depends on the length of the propagation.

With bare Kohn-Sham energies the deviation is 2.4 times the peak. Two signals of equal amplitude that have drifted into opposite phase already differ by up to twice the peak. The ratio exceeds two because the amplitude of each line is $F/\Omega$. For the dominant line the lower frequency enlarges it by about $5.438/3.608\approx1.5$, and in opposite phase the two signals can then differ by about $1+1.5=2.5$ times the peak. The oscillator strength is nearly right in that prediction; the missing kernel shift puts it at the wrong frequency.

## Computed results

```
well length 0.5 nm, softening 0.1 nm, tilt 4.0 eV
hbar^2/m = 0.076200 eV nm^2, e^2/(4 pi eps0) = 1.439965 eV nm
KS levels 1-4 (eV): 13.5971 17.2053 24.7190 35.2054
--- transition q=1 (level 1 -> 2)
hbar w_q = 3.6082 eV, hbar f_qq = 1.1567 eV
D_q = 29.7131 eV^2, second-order term = -0.14376 eV^2
single-pole energy = 5.9216 eV
small-matrix energy = 5.4510 eV
second-order energy = 5.43777 eV
full-matrix energy = 5.43766 eV
strength: KS 1.82273, first-order change +0.00901
strength: KS + first order 1.83174, full 1.83069
amplitude g_q = +1.35008, delta_q = +0.00334
squared-dipole factor w_q/Omega (small matrix) = 0.6619
--- transition q=2 (level 1 -> 3)
hbar w_q = 11.1219 eV, hbar f_qq = 0.5327 eV
D_q = 147.3948 eV^2, second-order term = -0.00741 eV^2
single-pole energy = 12.1873 eV
small-matrix energy = 12.1406 eV
second-order energy = 12.14032 eV
full-matrix energy = 12.14038 eV
strength: KS 0.01243, first-order change +0.00518
strength: KS + first order 0.01760, full 0.01830
amplitude g_q = +0.11147, delta_q = +0.02322
squared-dipole factor w_q/Omega (small matrix) = 0.9161
--- transition q=3 (level 1 -> 4)
hbar w_q = 21.6083 eV, hbar f_qq = 0.2378 eV
D_q = 487.4742 eV^2, second-order term = 0.10338 eV^2
single-pole energy = 22.0839 eV
small-matrix energy = 22.0788 eV
second-order energy = 22.08116 eV
full-matrix energy = 22.08115 eV
strength: KS 0.13052, first-order change -0.01362
strength: KS + first order 0.11691, full 0.11726
amplitude g_q = +0.36128, delta_q = -0.01884
squared-dipole factor w_q/Omega (small matrix) = 0.9787
--- partners of q=1
p=2: W = +2.2367 eV^2, D_1-D_p = -117.682 eV^2, mixing = -0.01901, W^2/(D_1-D_p) = -0.04251 eV^2
p=3: W = -6.7326 eV^2, D_1-D_p = -457.761 eV^2, mixing = +0.01471, W^2/(D_1-D_p) = -0.09902 eV^2
p=4: W = +1.0837 eV^2, D_1-D_p = -1219.863 eV^2, mixing = -0.00089, W^2/(D_1-D_p) = -0.00096 eV^2
sum of strengths: KS 1.99978, full 1.99978
lowest full energy, 40 and 60 grid points: 5.43766, 5.43766 eV
kick 0.002 1/nm, propagation time 5.0 fs, step 0.0005 fs
largest deviation from propagated dipole / peak: full matrix 4.15e-06
same, small-matrix energies with KS strengths: 0.0962
same, KS energies with KS strengths: 2.3985
kernel with a pole: P/D = 2.25, G/D^2 = 0.10
its excitations z/D: 0.9246, 2.3254
their shares of the KS strength: 0.9461, 0.0539
```
